# Cancelling the nuclear size between Li-like and H-like g factors, part 1

(Sections cited here and not found follow in the second part.)

## One electron, no relativity

Take one electron bound to a heavy, spinless, spherical nucleus of charge $Z$, in units $\hbar=c=1$ with $e^2=4\pi\alpha$. These units suit the Dirac equation better than Hartree units; lengths are in $\hbar/(mc)=386.1593$ fm. Write $a=Z\alpha$ and $x=a^2$. If the nuclear charge has normalized density $\rho_N$, the electron's potential energy obeys $\nabla^2V=4\pi a\rho_N$ and differs from $-a/r$ by a $\delta V$ that vanishes outside the nucleus. Insert $1=\nabla^2(r^2/6)$ and integrate by parts twice; the point charge contributes nothing because $r^2$ vanishes on it:

$$\int\delta V\,d^3r=\int\frac{r^2}{6}\nabla^2\delta V\,d^3r=\frac{2\pi}{3}a\langle r^2\rangle_N .$$

An $s$ wave function hardly varies across the nucleus, so the level moves by this integral times $|\psi_n(0)|^2=(am)^3/(\pi n^3)$:

$$\delta E_n=\frac{2}{3}\,\frac{a^4m^3\langle r^2\rangle_N}{n^3}.$$

The nucleus enters through a factor that does not know $n$, the state through a factor that does not know the nucleus. Hence, at this leading order in the radius, $\delta E_{2s}-\tfrac18\delta E_{1s}=0$ for every such nucleus. If the shift of the $g$ factor is proportional to $\delta E_n$ with a constant common to both states, then

$$\Delta=g(1s^22s)-\Xi\,g(1s),\qquad \Xi\approx\tfrac18,$$

is free of the nuclear size at this order, because without electron repulsion the contributions of the two $1s$ electrons of the Li-like ion cancel. The number $1/8$ is changed by relativity, which is exactly solvable here, and by the repulsion, which is solvable to first order in $1/Z$. The nucleus stays infinitely heavy, spinless, spherical and rigid throughout.

## The g factor is a mass derivative

For an $s_{1/2}$ state with spin projection $+\tfrac12$ the Dirac spinor has upper part $(G/r)\chi$ and lower part $-i(F/r)\sigma_r\chi$, with $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, $\chi$ the spin-up spinor divided by $\sqrt{4\pi}$, and $\int(G^2+F^2)dr=1$. Acting with $\boldsymbol\sigma\cdot\mathbf p$ on the upper part gives $-i\sigma_r(G/r)'\chi$. Acting on the lower part gives $-\nabla\cdot(\hat{\mathbf r}F/r)\chi=-(F'+F/r)\chi/r$, since a radial field has no curl. The Dirac equation becomes

$$G'-\frac{G}{r}=(E-V+m)F,\qquad F'+\frac{F}{r}=-(E-V-m)G .$$

The electron has charge $-|e|$, so $\boldsymbol\pi=\mathbf p+|e|\mathbf A$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, and the perturbation is $|e|\boldsymbol\alpha\cdot\mathbf A$. Setting its mean equal to $g\mu_BB/2$ with $\mu_B=|e|/2m$ gives $g=2m\langle\boldsymbol\alpha\cdot(\hat{\mathbf z}\times\mathbf r)\rangle$. The matrix $\boldsymbol\alpha$ joins upper to lower parts, so the integrand is $2\,\mathrm{Re}[-i\chi^\dagger(\boldsymbol\sigma\cdot\mathbf n)\sigma_r\chi]\,GF/r$ with $\mathbf n=\hat{\mathbf z}\times\hat{\mathbf r}$. As $\mathbf n\perp\hat{\mathbf r}$, the product is $(\boldsymbol\sigma\cdot\mathbf n)\sigma_r=i\boldsymbol\sigma\cdot(\mathbf n\times\hat{\mathbf r})=i\boldsymbol\sigma\cdot(\hat{\mathbf r}\cos\theta-\hat{\mathbf z})$. In the spin-up state this gives $\cos^2\theta-1$, with angular mean $-\tfrac23$, and

$$g=-\frac83\,m\int rGF\,dr .$$

Multiply the first radial equation by $2G$, the second by $2F$, and add. The terms in $E-V$ cancel:

$$(G^2+F^2)'=\frac{2(G^2-F^2)}{r}+4mGF .$$

Multiply by $r$ and integrate. The left side is $-1$ after integration by parts, and $\int(G^2-F^2)dr=\langle\beta\rangle$, so $4m\int rGF\,dr=-1-2\langle\beta\rangle$. The Hamiltonian depends on $m$ only through $\beta m$, and the Hellmann–Feynman theorem gives $\langle\beta\rangle=\partial E/\partial m$ at fixed $V$. Therefore, for any central electrostatic potential,

$$g=\frac23\left(1+2\,\frac{\partial E}{\partial m}\right).$$

The energy shift of the opening is proportional to $m^3$, so $\delta g=\tfrac43\cdot3\,\delta E/m=4\,\delta E/m$ for both states, which is the common constant that was wanted. The numerical check tests the identity at $Z=80$ with a uniform sphere of radius $0.02$: the definition, evaluated on numerically integrated wave functions, and the mass derivative both give $1.749638109$ for $1s$ and $1.935827566$ for $2s$, of which $4.30\times10^{-4}$ and $7.34\times10^{-5}$ are size shifts.

## Why the nucleus factors out of the Dirac problem

Let $(G_0,F_0,E_0)$ be the point-nucleus state and $(G,F,E)$ the state for a nucleus of radius $R$. For $r>R$ both feel the same $V$. Differentiating the cross product with the radial equations, the $1/r$ terms and the terms in $V$ and $m$ cancel in pairs:

$$(GF_0-FG_0)'=(E-E_0)(GG_0+FF_0).$$

Integrated from $R$ to infinity, the right-hand integral tends to $1$ as $R\to0$, so $\delta E=-(GF_0-FG_0)|_R$.

Let $mR\to0$ at fixed $a$. At distances of order $R$ the terms $E\pm m$ are negligible beside $a/r$, and outside the nucleus the solutions are powers $r^s$ with $(s-1)G=aF$ and $(s+1)F=-aG$. Multiplying the two gives $s^2-1=-a^2$, so $s=\pm\gamma$ with $\gamma=\sqrt{1-x}$, and $F/G=t_\pm=(\pm\gamma-1)/a$. The point state is $G_0=c_nr^\gamma$, $F_0=t_+c_nr^\gamma$. The true state has in addition $b\,r^{-\gamma}$ in $G$ and $t_-b\,r^{-\gamma}$ in $F$, with the same $c_n$ at leading order. Inside, in the variable $r/R$, the equations contain only $a$ and the shape of the charge; the solution regular at the origin delivers a ratio $F/G=\zeta$ at the surface, the same for every $s$ state. With $\beta_0=b/(c_nR^{2\gamma})$, continuity reads $(t_++\beta_0t_-)/(1+\beta_0)=\zeta$, so $\beta_0=(t_+-\zeta)/(\zeta-t_-)$. In the cross product the regular part cancels against itself and leaves $bc_n(t_+-t_-)=2\gamma bc_n/a$:

$$\delta E_n=c_n^2\,R^{2\gamma}\,\frac{2\gamma}{a}\,\frac{\zeta-t_+}{\zeta-t_-}.$$

For a surface shell at small $a$ the interior has $G\propto r$ and $F=-aG/3$ at the surface, while $t_+\approx-a/2$ and $t_-\approx-2/a$. Then $\delta E=c_n^2R^2a/6$, and $c_{1s}^2=4(am)^3$ returns the opening result.

The coefficient $c_n^2$ has dimension (length)$^{-(2\gamma+1)}$ and the only length in the point problem is $1/m$, so $\delta E\propto m^{2\gamma+1}$ and

$$\delta g_n=\frac43(1+2\gamma)\frac{\delta E_n}{m},\qquad \Xi_0\equiv\frac{\delta g_{2s}}{\delta g_{1s}}=\frac{c_{2s}^2}{c_{1s}^2}.$$

This is exact in $Z\alpha$ and holds for any spherical shape, but only at leading order in $mR$. The dropped terms $(E\pm m)R$ give corrections linear in $R$, and second order in the shift gives relative corrections $(amR)^{2\gamma}$, which are of higher order in $R$ as long as $\gamma>\tfrac12$. The program finds the exact finite-nucleus roots by matching an interior power series to the decaying Coulomb solution. At $Z=20$, for a uniform sphere of radius $R$, the ratio $\delta g_{2s}/\delta g_{1s}$ falls below $\Xi_0$ by $1.345\times10^{-7}$ of $\Xi_0$ at $R=10^{-4}$ and by $1.346\times10^{-8}$ at $R=10^{-5}$: the residual is linear in $R$ with coefficient $1.35\times10^{-3}$, a number that belongs to this shape and to its sphere radius. That is of the size of $a^3=3.1\times10^{-3}$, as one would expect if it came from the difference $E_{2s}-E_{1s}\sim a^2m$ of the two energies; this reading is a conjecture, checked at no second $Z$.

## The one-electron weight and its expansion

Set $\lambda=\sqrt{m^2-E^2}$, $\rho=2\lambda r$, $\nu=aE/\lambda$, $\mu=am/\lambda$, so that $\mu^2=\nu^2+a^2$, and substitute

$$G=\sqrt{m+E}\,(\varphi_1+\varphi_2),\qquad F=\sqrt{m-E}\,(\varphi_1-\varphi_2).$$

Divide the first radial equation by $\sqrt{m+E}$ and the second by $\sqrt{m-E}$, and use $\sqrt{(m-E)/(m+E)}=(m-E)/\lambda$ with its inverse $(m+E)/\lambda$. Half the sum and half the difference are

$$\varphi_1'=\lambda\varphi_1-\frac{\nu}{r}\varphi_1-\frac{\mu-1}{r}\varphi_2,\qquad \varphi_2'=-\lambda\varphi_2+\frac{\nu}{r}\varphi_2+\frac{\mu+1}{r}\varphi_1 .$$

With $\varphi_i=e^{-\rho/2}\rho^\gamma u_i$ these become

$$\rho\frac{du_1}{d\rho}=(\rho-\gamma-\nu)u_1-(\mu-1)u_2,\qquad \rho\frac{du_2}{d\rho}=(\nu-\gamma)u_2+(\mu+1)u_1 .$$

The nodeless solution is $u_1=0$, $u_2=1$, which needs $\mu=1$ and $\nu=\gamma$; thus $\lambda=am$ and $E_{1s}=m\nu/\mu=m\gamma$. Next try $u_1$ constant and $u_2=\rho-b$. The first equation gives $u_1=\mu-1$ from the terms in $\rho$ and $b=\gamma+\nu$ from the constants. The second gives $\nu=\gamma+1$ and $b=\mu^2-1$. The two values of $b$ agree, because $\mu^2=(\gamma+1)^2+1-\gamma^2=2+2\gamma$. Call this $\mu=N=\sqrt{2+2\gamma}$. Then $b=2\gamma+1=N^2-1$, $\lambda=am/N$, $E_{2s}=m(\gamma+1)/N=mN/2$, and $u_1+u_2=\rho-N(N-1)$ has the single node of a $2s$ state. Both energies are proportional to $m$, so the point values are

$$g_{1s}=\tfrac23(1+2\gamma)=2-\tfrac23x+\dots,\qquad g_{2s}=\tfrac23(1+N)=2-\tfrac16x+\dots$$

For the norm, with $\epsilon=E/m$, the density is proportional to $e^{-\rho}\rho^{b-1}[2(u_1^2+u_2^2)+4\epsilon u_1u_2]$. Under the weight $e^{-\rho}\rho^{b-1}/\Gamma(b)$ the means of $\rho$ and $\rho^2$ are $b$ and $b(b+1)$, so for $2s$ the mean of $u_2$ is zero and that of $u_2^2$ is $b$. The bracket averages to $2$ for $1s$ and to $2[(N-1)^2+N^2-1]=4N(N-1)$ for $2s$. Since $\rho^{2\gamma}=(2\lambda)^{2\gamma}r^{2\gamma}$ and $dr=d\rho/2\lambda$,

$$c_{1s}^2=\frac{(1+\gamma)(2am)^b}{2\Gamma(b)}=\frac{N^2(2am)^b}{4\Gamma(b)},\qquad c_{2s}^2=\frac{(1+N/2)N^2(N-1)^2}{4N(N-1)\Gamma(b)}\left(\frac{2am}{N}\right)^{b}.$$

The ratio is $(N+2)(N-1)/(2N\cdot N^b)$, and $b+1=N^2$:

$$\Xi_0=\frac{(N+2)(N-1)}{2\,N^{N^2}} .$$

At $x=0$, $N=2$ and $\Xi_0=4/32=1/8$. To expand, take out $2^{-2\gamma-1}=2^{1-N^2}$ and write the remainder as $e^{M}$ with

$$M(N)=\ln\frac{(N+2)(N-1)}{4}-N^2\ln\frac N2,\qquad M(2)=0 .$$

The first derivative is $1/(N+2)+1/(N-1)-2N\ln(N/2)-N$, equal to $\tfrac14+1-2=-\tfrac34$ at $N=2$. The second is $-1/(N+2)^2-1/(N-1)^2-2\ln(N/2)-3$, equal to $-\tfrac{65}{16}$. From $\gamma=1-x/2-x^2/8$ follows $N^2=4-x-x^2/4$ and $N=2(1-x/8-x^2/32-x^2/128)=2-x/4-5x^2/64$. Then

$$M=\frac{3x}{16}+\frac{15x^2}{256}-\frac{65x^2}{512}=\frac{3x}{16}-\frac{35x^2}{512},$$

and exponentiation adds $\tfrac12(3x/16)^2=9x^2/512$:

$$\Xi_0=2^{-2\gamma-1}\left[1+\frac{3x}{16}-\frac{13x^2}{256}+\dots\right]=\frac18\left[1+\left(\ln2+\frac3{16}\right)x+\dots\right].$$

The last form uses $2^{-2\gamma-1}=\tfrac18 2^{2-2\gamma}$ with $2-2\gamma=x+\dots$; the coefficient is $0.880647$. The $\ln2$ arises because the near-origin power $(2\lambda R)^{2\gamma}$ is measured against a length $1/\lambda$ that is twice as long for $2s$. The program tests the closed form against finite-nucleus roots at $R=10^{-7}$: at $Z=80$, $\Xi_0=0.171109625$ against $0.171109622$ for both a uniform sphere and a shell. From roots at $Z=5$ it recovers $0.18743$ and $-0.05087$ for $3/16=0.1875$ and $-13/256=-0.05078$, each within the next order in $x$.

## The g-factor operator for three electrons

The repulsion changes the size shift of the Li-like ion by a relative amount of order $1/Z$. At leading order in $Z\alpha$ this needs the spin-dependent terms linear in $B$ of relative order $\alpha^2$. Let $O=\boldsymbol\sigma\cdot\boldsymbol\pi$ and $E=m+\varepsilon$. The lower component is $(2m+\varepsilon-V)^{-1}O\phi$; expanding the inverse, $[O^2/2m+V-O(\varepsilon-V)O/4m^2]\phi=\varepsilon\phi$. The norm is $\langle\phi|1+O^2/4m^2|\phi\rangle$, so put $\phi=(1-O^2/8m^2)\tilde\phi$ and multiply from the left by the same factor. The terms $\varepsilon O^2/4m^2$ cancel between the two sides, and $O^2V+VO^2-2OVO=[O,[O,V]]$ leaves the Foldy–Wouthuysen form

$$H=\frac{O^2}{2m}+V-\frac{O^4}{8m^3}-\frac{1}{8m^2}[O,[O,V]] .$$

With $O^2=\pi^2+|e|\boldsymbol\sigma\cdot\mathbf B$ the first term holds $\mu_B\boldsymbol\sigma\cdot\mathbf B$, that is $g=2$; any further term $\mu_B\boldsymbol\sigma\cdot\mathbf B\,y$ adds $2y$ to $g$. The $O^4$ term holds $-2p^2|e|\boldsymbol\sigma\cdot\mathbf B/8m^3$, so $\delta g=-p^2/m^2$. In the last term $[O,V]=-i\boldsymbol\sigma\cdot\nabla V$, and the part in $\mathbf A$ is $-i|e|\cdot2i\,\boldsymbol\sigma\cdot(\mathbf A\times\nabla V)$, which contributes $-|e|\boldsymbol\sigma\cdot(\mathbf A\times\nabla V)/4m^2$ to $H$. Now $\mathbf A\times\nabla V=\tfrac12[\mathbf r(\mathbf B\cdot\nabla V)-\mathbf B(\mathbf r\cdot\nabla V)]$. A state of total $L=0$ is unchanged by a rotation of space alone, so a spatial tensor $r_i\partial_jV$ averages to $\tfrac13\delta_{ij}\mathbf r\cdot\nabla V$ and the bracket becomes $-\tfrac23\mathbf B\,\mathbf r\cdot\nabla V$, that is $\mathbf A\times\nabla V\to-\tfrac13\mathbf B\,\mathbf r\cdot\nabla V$. This gives $\delta g=\mathbf r\cdot\nabla V/3m$. The same invariance removes the spin-independent terms linear in $B$, and $\mathbf L\cdot\mathbf B$ annihilates the state, so it makes no second-order cross term.

For electron $a$ the potential includes $\alpha/r_{ab}$ with $\mathbf r_{ab}=\mathbf r_a-\mathbf r_b$, adding $-\alpha\,\mathbf r_{ab}\cdot\mathbf r_a/(3mr_{ab}^3)$. The spin of $a$ also feels the magnetic field of the motion that $\mathbf B$ induces in $b$, the spin–other-orbit part of the Breit interaction. The extra velocity is $|e|\mathbf A_b/m$, and the Biot–Savart law gives $\mathbf B'=-(\alpha/2m)(\mathbf B\times\mathbf r_b)\times\mathbf r_{ab}/r_{ab}^3$. The same averaging turns this into $(\alpha/3m)\mathbf B\,\mathbf r_{ab}\cdot\mathbf r_b/r_{ab}^3$, and $\delta g$ is twice the factor. For spherical shells, Gauss's law gives the mean of $\mathbf r_{ab}/r_{ab}^3$ over the direction of $a$ as $-\mathbf r_b/r_b^3$ if $r_b>r_a$ and zero otherwise, so $B'/B=-\alpha/(3mr_b)$ inside the shell: the Lamb diamagnetic shielding. The program tests this average by angular quadrature of the $z$ component of $\mathbf r_{ab}\times(\hat{\mathbf z}\times\mathbf r_b)/r_{ab}^3$, finding $-0.333333$ per bohr for $r_a=1$, $r_b=2$ bohr, as $-2/(3r_b)$ requires, and zero for the reverse.

In Hartree units, with $\sigma_a=\pm1$ the $z$ component and $M_S=\tfrac12$,

$$g-2=\alpha^2\Big\langle\sum_a\sigma_a\Big[-p_a^2+\tfrac13r_aV'(r_a)-\tfrac13\sum_{b\ne a}\frac{\mathbf r_{ab}\cdot(\mathbf r_a-2\mathbf r_b)}{r_{ab}^3}\Big]\Big\rangle .$$

Since $\mathbf r_{ab}\cdot\mathbf r_b=\mathbf r_{ab}\cdot\mathbf r_a-r_{ab}^2$, the numerator is $2r_{ab}^2-\mathbf r_{ab}\cdot\mathbf r_a$. Each $\sigma_a$ commutes with the nonrelativistic $H$, so the vanishing mean of $[H,\sum_a\sigma_a\mathbf r_a\cdot\mathbf p_a]$ is a spin-weighted virial theorem, $\langle\sum_a\sigma_a[p_a^2-r_aV'+\sum_b\mathbf r_{ab}\cdot\mathbf r_a/r_{ab}^3]\rangle=0$. Using it for the term in $\mathbf r_{ab}\cdot\mathbf r_a$,

$$g-2=\alpha^2\langle Q\rangle,\qquad Q=\sum_a\sigma_a\Big[-\tfrac43p_a^2+\tfrac23r_aV'-\tfrac23\sum_{b\neq a}\frac1{r_{ab}}\Big].$$

We now have the one-electron weight $\Xi_0$, exact in $Z\alpha$ at leading order in the nuclear radius, and the operator $Q$ that gives the $g$ factor of the three-electron ion at leading order in $Z\alpha$. It remains to find how the electron repulsion changes the weight at first order in $1/Z$, and how much sensitivity to $\alpha$ the weighted difference keeps.

Numbers in the example were calculated in double precision.
